\section*{Self-Energy of an Isolated Defect in a Two-Dimensional Crystal}

\section{What symmetry fixes}

A defect occupies a finite region $D$ of an infinite two-dimensional crystal. After the exterior $E$ has been eliminated, its influence on $D$ must appear as an energy-like matrix $\Sigma(z)$ added to the Hamiltonian of $D$. If the defect changes neither $E$ nor the coupling between $D$ and $E$, this matrix cannot depend on the defect, so it may be evaluated for the perfect crystal. There the effective inverse Green's function of $D$ is known: it is the inverse of the pristine block $G^0_{DD}$. Writing $M_{DD}$ for the isolated inverse propagator of $D$, we must have $M_{DD}-\Sigma=[G^0_{DD}]^{-1}$, hence
\begin{equation}
\Sigma(z)=M_{DD}(z)-\left[G^0_{DD}(z)\right]^{-1}.
\label{sigma}
\end{equation}
Translation symmetry supplies $G^0_{DD}$ as a Brillouin-zone integral over the primitive cell. The defect destroys translation symmetry, and so does cutting out $D$, but the self-energy of the surroundings can still be computed from the Green's function of the perfect crystal, which has that symmetry.

\section{Derivation and conditions}

Let the orbitals be localized, the Hamiltonian $H$ of finite range, and the overlap $S$ positive definite. Define $M(z)=zS-H$ with $z=\varepsilon+i\eta$, $\eta>0$, and $MG^0=1$. The two block equations whose right index lies in $D$ are
\begin{align}
M_{DD}G^0_{DD}+M_{DE}G^0_{ED}&=1,\\
M_{ED}G^0_{DD}+M_{EE}G^0_{ED}&=0 .
\end{align}
The second gives $G^0_{ED}=-M_{EE}^{-1}M_{ED}G^0_{DD}$. Inserting this in the first and multiplying from the right by $[G^0_{DD}]^{-1}$,
\begin{equation}
[G^0_{DD}]^{-1}=M_{DD}-M_{DE}M_{EE}^{-1}M_{ED},
\qquad
\Sigma=M_{DE}M_{EE}^{-1}M_{ED}.
\label{schur}
\end{equation}
The second form shows that $\Sigma$ contains the exterior and its couplings alone, and that it vanishes on orbitals of $D$ not coupled to $E$. With a defect, $M_{DD}$ becomes $M_{DD}-V$, where $V=\delta H-z\,\delta S$. The same elimination yields
\begin{equation}
G_{DD}=\left[M_{DD}-V-\Sigma\right]^{-1}
=\left[(G^0_{DD})^{-1}-V\right]^{-1}
=(1-G^0_{DD}V)^{-1}G^0_{DD}.
\label{dyson}
\end{equation}
Within the chosen Hamiltonian this is the Green's function of one defect in the infinite crystal. In the first form of (\ref{dyson}), orbitals may even be added or removed inside $D$, provided those coupled to $E$ keep their couplings.

The inverses exist for $\eta>0$. Since $M-M^\dagger=2i\eta S$,
\begin{equation}
i(G^0-G^{0\dagger})=iG^0(M^\dagger-M)G^{0\dagger}=2\eta\,G^0SG^{0\dagger},
\end{equation}
which is positive definite, and so is its $D$ block. A vector $x$ with $G^0_{DD}x=0$ would make $x^\dagger i(G^0_{DD}-G^{0\dagger}_{DD})x$ vanish, a contradiction. The same argument applies to $M_{EE}$.

On the real axis more care is needed. For a finite crystal, such as a large torus, the determinant of the block matrix is $\det M=\det M_{EE}\,\det(M_{DD}-\Sigma)$, so
\begin{equation}
\det G^0_{DD}=\det M_{EE}/\det M .
\end{equation}
At an eigenvalue of the exterior that is not one of the full crystal, $G^0_{DD}$ is singular and $\Sigma$ has a pole. The last form in (\ref{dyson}) avoids this intermediate infinity. The equality of the two forms of $\Sigma$, (\ref{sigma}) and (\ref{schur}), and the singularity of $G^0_{DD}$ were tested on a torus of $7\times7$ honeycomb cells with nearest-neighbour overlap $0.1$ and a region of $3\times3$ cells. At $z=1.2+0.05i$~eV the two forms of $\Sigma$ agree within $4\times10^{-15}$~eV; at the exterior eigenvalue $-2.8377$~eV the smallest singular value of $G^0_{DD}$ is $2\times10^{-15}$ of the largest.

A chain with one orbital per site, hopping $t$ and on-site energy zero shows the link with leads. For a single site, $G^0=1/\sqrt{z^2-4t^2}$, and (\ref{sigma}) gives $\Sigma=z-\sqrt{z^2-4t^2}$. The end-site function $g$ of a half-chain obeys $g=1/(z-t^2g)$, whose decaying solution is $g=(z-\sqrt{z^2-4t^2})/(2t^2)$. Thus $\Sigma=2t^2g$: one lead on each side. In two dimensions the exterior is one connected lead surrounding $D$.

\section{The zone integral and the complex band}

The convention is $H(\mathbf k)=\sum_{\mathbf R}H_{0,\mathbf R}e^{i\mathbf k\cdot\mathbf R}$, so that
\begin{equation}
G^0_{\mathbf R\mathbf R'}=\int\!\frac{d^2k}{(2\pi)^2}\,
e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}M(\mathbf k)^{-1},
\end{equation}
with $k_j=\mathbf k\cdot\mathbf a_j$ running over $2\pi$. Consider a honeycomb lattice with orthogonal orbitals $A$ and $B$ at energies $\pm m$ and hopping $t$. With $f=1+e^{-ik_1}+e^{-ik_2}$ and $H_{AB}=tf$, inversion of the $2\times2$ matrix gives
\begin{equation}
G(\mathbf k)=\frac{1}{z^2-m^2-t^2|f|^2}
\begin{pmatrix}z+m&tf\\tf^*&z-m\end{pmatrix}.
\end{equation}
Every element follows from the scalar integral $g(n_1,n_2)$ of $e^{i(k_1n_1+k_2n_2)}$ over the denominator.

One integration can be done analytically. Expanding,
\begin{equation}
|f|^2=3+2\cos k_2+2\cos k_1+2\cos(k_1-k_2).
\end{equation}
Put $1+e^{-ik_2}=|A|e^{i\alpha}$ and $\mu=e^{i(k_1+\alpha)}$. The last two terms equal $|A|(\mu+\mu^{-1})$. With $w=z^2-m^2-t^2(3+2\cos k_2)$ and $\tau=t^2|A|$, the denominator is $w-\tau(\mu+\mu^{-1})$. Its zeros form a reciprocal pair,
\begin{equation}
\mu+\mu^{-1}=w/\tau ,
\label{band}
\end{equation}
which is the complex band structure at fixed $k_2$. Let $\mu_0$ be the root inside the unit circle. For $n\ge0$, using $dk_1=d\mu/(i\mu)$,
\begin{equation}
\oint\!\frac{d\mu}{2\pi i}\,\frac{\mu^n}{w\mu-\tau\mu^2-\tau}
=\oint\!\frac{d\mu}{2\pi i}\,\frac{-\mu^n}{\tau(\mu-\mu_0)(\mu-\mu_0^{-1})}
=\frac{\mu_0^n}{\tau(\mu_0^{-1}-\mu_0)} .
\end{equation}
The symmetry $\mu\to\mu^{-1}$ replaces $n$ by $|n|$ for negative $n$. Restoring the phase,
\begin{equation}
g(n_1,n_2)=\int_0^{2\pi}\!\frac{dk_2}{2\pi}\,
\frac{e^{i(k_2n_2-\alpha n_1)}\mu_0^{|n_1|}}{\tau(\mu_0^{-1}-\mu_0)} .
\label{line}
\end{equation}
Only evanescent waves enter, and the remaining periodic integral is suited to equally spaced points. At $z=1.4+0.1i$~eV, with the parameters of Section~\ref{example}, (\ref{line}) agrees with a $400\times400$ sum within $10^{-15}$~eV$^{-2}$ for the four separations tested.

In this model $\Sigma$ has no poles in the gap. The mass term changes sign between sublattices and anticommutes with the hopping, even after $D$ has been cut out. Hence $H_{EE}^2=m^2+(\text{hopping})^2\ge m^2$, and no exterior eigenvalue has $|\varepsilon|<m$.

\section{Error analysis: two image sums}

\subsection{Finite $k$ grid}

An $N\times N$ sum does not merely approximate the integral. Since $N^{-2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf n}$ is one when $\mathbf n$ is a multiple of $N$ in both directions and zero otherwise, the sum returns
\begin{equation}
G^{0,N}(\mathbf n)=\sum_{\mathbf j}G^0(\mathbf n+N\mathbf j),
\end{equation}
the Green's function of an $N\times N$ torus. Used in (\ref{sigma}), it describes one defect per $N\times N$ cells. Periodicity has been moved to the distance $Na$, at the price of $N^2$ inversions of primitive-cell size and a few of the size of $D$. A grid with $N=192$ needs 36\,864 inversions of $2\times2$ matrices; the explicit supercell would have 73\,728 orbitals.

How does an error $\delta G^0$ propagate? From $G^{-1}=(G^0)^{-1}-V$ (block labels omitted),
\begin{equation}
\delta G=-G\,\delta(G^{-1})\,G=G(G^0)^{-1}\delta G^0(G^0)^{-1}G
=A\,\delta G^0B
\end{equation}
to first order, with $A=(1-G^0V)^{-1}$ and $B=(1-VG^0)^{-1}$. The error is amplified near a resonance, where $1-G^0V$ is nearly singular; convergence of $G^0$ alone is then an insufficient criterion.

\subsection{Supercell}

A supercell of $L\times L$ cells repeats $V$ at every supercell vector $\mathbf R$. At Bloch vector $\mathbf q$ its pristine block is $G^0+\delta_{\mathbf q}$, with
\begin{equation}
\delta_{\mathbf q}=\sum_{\mathbf R\ne0}G^0(\mathbf R)e^{i\mathbf q\cdot\mathbf R},
\label{images}
\end{equation}
where $G^0(\mathbf R)$ connects the defect's orbitals with their copies displaced by $\mathbf R$. Therefore $G_{\mathbf q}=[1-(G^0+\delta_{\mathbf q})V]^{-1}(G^0+\delta_{\mathbf q})$. With $T=VA$,
\begin{equation}
1-G^0V-\delta_{\mathbf q}V=(1-\delta_{\mathbf q}T)(1-G^0V).
\end{equation}
Subtracting $G=AG^0$,
\begin{align}
G_{\mathbf q}-G
&=A(1-\delta_{\mathbf q}T)^{-1}\left[G^0+\delta_{\mathbf q}-(1-\delta_{\mathbf q}T)G^0\right]\nonumber\\
&=A(1-\delta_{\mathbf q}T)^{-1}\delta_{\mathbf q}(1+TG^0)
=A(1-\delta_{\mathbf q}T)^{-1}\delta_{\mathbf q}B .
\label{artefact}
\end{align}
The last step uses $TG^0=VAG^0=BVG^0$ and $1+BVG^0=B$. The whole artefact is proportional to the image sum; equation (\ref{sigma}) removes it because $\delta_{\mathbf q}$ never enters. For a $5\times5$ supercell at $z=0.05i$~eV and one general $\mathbf q$, adding (\ref{images}) to $G^0$ reproduces direct inversion within $5\times10^{-13}$~eV$^{-1}$.

Averaging over $\mathbf q$ is not a cure. The average of $\delta_{\mathbf q}$ is zero, but expanding (\ref{artefact}) for small $\delta_{\mathbf q}T$ leaves
\begin{equation}
\langle G_{\mathbf q}\rangle-G=
A\sum_{\mathbf R\ne0}G^0(\mathbf R)\,T\,G^0(-\mathbf R)\,B+O(\delta^3).
\label{round}
\end{equation}
An electron travels to an image, scatters and returns. In a gap this round trip decays as $e^{-2\kappa R}$. Inside a band it decays through $\eta$ alone, besides the geometric factor $1/R$ of two cylindrical waves, so a small broadening requires a large cell however densely $\mathbf q$ is sampled.

\subsection{Shift of a bound level}

For orthogonal orbitals and energy-independent $V$, a level $E_b$ in the gap satisfies $\varphi=G^0V\varphi$, that is $\det(1-G^0V)=0$. Let $v=V\varphi$. In the gap $G^0$ is Hermitian, so $v^\dagger(1-G^0V)=[(1-G^0V)\varphi]^\dagger V=0$. Images change $G^0$ by $\delta_{\mathbf q}$ and the energy by $\Delta E_{\mathbf q}$. Projecting the changed equation on $v$ leaves, to first order, $v^\dagger(\Delta E_{\mathbf q}\,\partial_EG^0+\delta_{\mathbf q})v=0$, or
\begin{equation}
\Delta E_{\mathbf q}=\frac{v^\dagger\delta_{\mathbf q}v}{-v^\dagger(\partial_EG^0)v}.
\label{shift}
\end{equation}
Because $\partial_EG^0=-(G^0)^2$ on the full lattice, the denominator is the squared norm of $\psi=G^0v$ and is positive. The first-order shift averages to zero over $\mathbf q$; a second-order shift remains.

\section{Algorithm}

\begin{enumerate}
\item Choose $D$ to contain all changes of $H$ and $S$, with its couplings to $E$ unchanged.
\item Compute $G^0_{DD}(z)$ by a $k$ sum, or by (\ref{line}) when one direction can be integrated analytically.
\item Form $\Sigma$ from (\ref{sigma}) and check that it vanishes on uncoupled orbitals.
\item Insert the defect and invert (\ref{dyson}). The same $\Sigma$ serves every defect that fits in $D$. For real energies in a gap, use the last form of (\ref{dyson}).
\item Refine the $k$ grid until $G_{DD}$, not merely $G^0_{DD}$, is stable. Enlarge $D$ to test the range of $V$.
\end{enumerate}

\section{Worked example}
\label{example}

Take $a=0.32$~nm, a gap $2m=1.70$~eV and $t=1.3$~eV, rough values in the regime of monolayer MoS$_2$. Near the band edge $\hbar v=\tfrac{\sqrt3}{2}at=0.360$~eV\,nm, and the mass $m/v^2$ is $0.50$ electron masses. A neutral model defect lowers one $A$ orbital by $2.5$~eV and reduces its three bonds from $1.3$ to $1.1$~eV.

\subsection{The self-energy against a large flake}

For an independent comparison, the exterior of a $4\times4$ region was eliminated explicitly in an open flake of $101\times101$ cells at $z=1.4+0.15i$~eV. The largest difference in $\Sigma$ is $3\times10^{-8}$ of its largest element. The local density of states (LDOS) on the defect orbital, obtained by solving the flake with the defect inside, is $0.03325$~eV$^{-1}$; the self-energy result differs by a relative $2\times10^{-8}$. Changing the region from $3\times3$ to $7\times7$ cells alters $G$ by less than $10^{-15}$~eV$^{-1}$.

The $k$ grid needs attention at smaller broadening. At $1.4+0.05i$~eV the relative error of $g(0,0)$ is $16\%$, $5.2\%$, $0.34\%$ and $0.0023\%$ for $N=24$, 48, 96 and 192. The isotropic estimate is $\operatorname{Im}k=\operatorname{Im}\sqrt{z^2-m^2}/\hbar v=0.063/0.360=0.17$~nm$^{-1}$. Doubling $N=96$ adds $30.7$~nm to the image distance and should reduce the error by about $e^{5.4}\sqrt2\approx300$; the actual factor is about 150. The difference comes from the anisotropy of the band. The nearest images lie along the atomic rows, where $z^2-m^2=t^2(1+2\cos(k_1/2))^2$ gives a smallest $\operatorname{Im}k$ of $0.152$~nm$^{-1}$, and $e^{0.152\times30.7}\sqrt2\approx150$.

\subsection{The bound level}

The isolated defect has one level in the gap, $0.147$~eV above mid-gap. (It also binds a shallow state $8.7$~meV below the bottom of the lower band, which plays no part in what follows.) Diagonalizing a $30\times30$ torus gives the same value within $10^{-6}$~meV. Supercell errors relative to it are, in meV:
\begin{center}
\begin{tabular}{rrrr}
$L$ & zone centre & from (\ref{shift}) & $\mathbf q$ average\\
\hline
3 & $-258.4$ & $-318.3$ & $7.96$\\
6 & $-18.54$ & $-19.08$ & $0.082$\\
9 & $-1.470$ & $-1.475$ & $0.00075$\\
12 & $-0.1129$ & $-0.1130$ & $0.00001$
\end{tabular}
\end{center}
First-order theory overestimates the shift by $23\%$ at $L=3$ and becomes accurate as the images recede. The average divided by the square of the zone-centre shift is $0.12$, $0.24$ and $0.35$~eV$^{-1}$ for $L=3$, 6 and 9. It varies by a factor of three while the average itself falls by four orders of magnitude, so over these sizes the average scales roughly as the square of the shift. The ratio is not a constant, however: it reaches $0.65$~eV$^{-1}$ at $L=15$, and it loses its meaning where the oscillating zone-centre shift changes sign, between $L=18$ and 21. For a localized gap level, $\mathbf q$ averaging is thus effective, though not exact.

The decay rate can be read from the complex band. Perpendicular to the atomic rows, the largest $|\mu_0|$ gives $\kappa=2.19$~nm$^{-1}$, confirmed by the decay of $g$. The nearest images, however, lie along the rows. In that direction symmetry selects $k_2=k_1/2$, where $|f|^2=(1+2\cos(k_1/2))^2$. At the level,
\begin{equation}
\left(1+2\cos\tfrac{k_1}{2}\right)^2=\frac{0.147^2-0.85^2}{1.3^2}=-0.415 ,
\end{equation}
so $\cos(k_1/2)=-0.5\pm0.322i$. With $k_1/2=u+i\nu$ and $s=\sinh^2\nu$, the real and imaginary parts give $\cos^2u=0.25/(1+s)$ and $\sin^2u=0.104/s$. Their sum is one for $s=0.133$, whence $\nu=0.357$ and $u=118.0^\circ$. The decay constant is $2\nu/a=2.23$~nm$^{-1}$, and the phase $2u$ differs from the valley value $240^\circ$ by $4^\circ$ per cell.

The listed $L$ are multiples of three, so the valley phase itself drops out. From $L=9$ to $12$, exponential decay and the factor $R^{-1/2}$ give $e^{2.23\times0.96}\sqrt{12/9}=9.8$. The slow phase adds $\cos36^\circ/\cos48^\circ=1.21$ if its offset is zero, making $11.9$. The table gives $13.0$. The offset is in fact not zero: fitting the decaying cosine to the image sums at $L=21$, 24 and 27 gives $11.6^\circ$, and with it the ratio becomes $13.0$.

\subsection{States inside the band}

Now compare the defect-site LDOS from $1.0$ to $2.0$~eV. Defect parameters are held fixed, and $\mathbf q$ grids are chosen so that their size times $L$ is 90 to 96 cells. The root-mean-square supercell error, relative to the mean isolated LDOS, is
\begin{center}
\begin{tabular}{rrr}
$L$ & $\eta=0.05$ eV & $\eta=0.2$ eV\\
\hline
3 & 96\% & 25\%\\
6 & 28\% & 2.4\%\\
9 & 8.8\% & 0.44\%\\
12 & 4.0\% & 0.11\%
\end{tabular}
\end{center}
At $L=12$ the gap level is already accurate to $0.11$~meV at the zone centre, while the band spectrum still has a $4\%$ error at the smaller broadening. Increasing $\eta$ suppresses the images, in line with the decay of the round trip in (\ref{round}), but also removes spectral detail. The leading term of (\ref{round}) is quantitative only when the images are weak: for $L=12$ at $1.4$~eV it gives an LDOS error of $-0.138\%$ against the actual $-0.142\%$ at $\eta=0.2$~eV, but $-3.6\%$ against $-6.0\%$ at $\eta=0.05$~eV.

Agreement at one energy can mislead. At $1.4+0.15i$~eV the supercell errors are $9.8\%$, $0.13\%$, $1.3\%$ and $0.45\%$ for $L=3$, 6, 9 and 12: the six-cell result is better than both larger ones. This is an accidental zero: the signed six-cell error rises from $-1.7\%$ at $1.35$~eV to $+1.5\%$ at $1.45$~eV and changes sign near $1.4$~eV. An error norm over an energy interval is the safer measure.

\section{Physical errors that remain}

Removing images does not improve the defect potential. Restoring the three bonds to their pristine strength moves the level by $210$~meV, and weakening the site shift by $0.1$~eV moves it by $34$~meV. Both exceed the image error at $L=6$. A rough valence-band spin--orbit splitting of $0.15$~eV, represented by imaginary second-neighbour hopping on $B$, moves it by $0.36$~meV. This is small because an imaginary antisymmetric term has zero expectation value in the real, non-degenerate orbital, so the first-order shift vanishes and the shift grows as the square of the splitting. A degenerate level has no such protection. If instead the three $B$ neighbours of an $A$ site are raised by $2.5$~eV, the model has a degenerate pair in the gap, and the same term splits it linearly, by about $50$~meV. Chalcogen vacancies in MoS$_2$-type layers have a degenerate pair in the gap, so the small value does not carry over to them.

The most serious restriction is the finite range of $V$. If the defect were charged, a Coulomb tail with a rough dielectric constant of 4 would be $0.36$~eV at $1$~nm and would fall to $k_BT=26$~meV at $300$~K only at $14$~nm. A region reaching that far is 87 cells across. Constant screening is itself crude at short distance in a thin layer. For such a defect the tail must be included in a larger $D$ or treated separately; cutting it off replaces an image error by a truncation error.

For real monolayer MoS$_2$ the lattice constant and the mass of about half an electron mass are typical. The chosen gap lies somewhat below the optical gap; the gap for adding and removing electrons is larger and depends on the surroundings. Several metal and sulphur orbitals form the real bands, and a real vacancy relaxes, so $0.147$~eV is a property of this model and not a prediction for a particular vacancy. The band spectrum is still more schematic. At the wave number where the isotropic formula gives $1.4$~eV, the model's own energies are $1.49$ and $1.25$~eV in opposite directions from the valley centre, and other valleys of the material are absent. Devices with charged defects break the assumption of a short-ranged $V$, and in the estimate above the potential $1$~nm from the charge already amounts to tenths of an electronvolt. The construction of $\Sigma$ carries over to a multi-orbital Hamiltonian with its own $H(\mathbf k)$ and $S(\mathbf k)$; the numbers do not. The output of the program follows.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant 0.32 nm, gap 1.70 eV, hopping 1.3 eV
defect: site shift -2.5 eV, bond change -0.2 eV
band-edge mass of the model: 0.50 electron masses
torus with overlap 0.1: max error of Sigma 3.9e-15 eV
exterior eigenvalue -2.8377 eV: singular-value ratio 2.1e-15
residue formula minus 2D k sum: 1.2e-16 1/eV^2
2D k grid 24x24, E=1.4, eta=0.05 eV: relative error 1.64e-01
2D k grid 48x48, E=1.4, eta=0.05 eV: relative error 5.20e-02
2D k grid 96x96, E=1.4, eta=0.05 eV: relative error 3.40e-03
2D k grid 192x192, E=1.4, eta=0.05 eV: relative error 2.28e-05
flake 101x101 cells, z = 1.4+0.15i eV:
  relative error of Sigma 3.4e-08
  largest Sigma on uncoupled orbitals 2.7e-15 eV
  defect-site LDOS from flake 0.033252 1/eV
  relative LDOS error, real-space self-energy 1.9e-08
  relative LDOS error, supercell L=3: 9.82e-02
  relative LDOS error, supercell L=6: 1.26e-03
  relative LDOS error, supercell L=9: 1.32e-02
  relative LDOS error, supercell L=12: 4.50e-03
change of G between regions L=3 and L=7: 3.5e-16 1/eV
isolated defect level 0.147051 eV from mid-gap
30x30 torus level minus isolated level 2.4e-07 meV
complex-band decay constant 2.187 1/nm, from G0 2.190 1/nm
image formula against explicit supercell: 4.7e-13 1/eV
level shift in meV: zone centre, first-order image sum, q average
  L=3: -258.4048, -318.3015, 7.96222
  L=6: -18.5422, -19.0815, 0.08210
  L=9: -1.4702, -1.4748, 0.00075
  L=12: -0.1129, -0.1130, 0.00001
supercell LDOS rms error / mean, 1.0-2.0 eV, eta = 0.05 and 0.2 eV
  L=3, q grid 32x32: 95.86 %, 25.15 %
  L=6, q grid 16x16: 28.49 %, 2.38 %
  L=9, q grid 10x10: 8.81 %, 0.44 %
  L=12, q grid 8x8: 3.99 %, 0.11 %
neglected: spin-orbit splitting 0.15 eV moves level by 0.36 meV
removing the bond change moves level by 210.4 meV
site shift weaker by 0.1 eV moves level by 34.5 meV
if charged, eps_r=4.0: tail at 1 nm 0.360 eV
  tail equals kT(300 K) = 25.9 meV at 13.9 nm
  region diameter then 87 cells
trigonal anisotropy at isotropic 1.4 eV: 1.490, 1.247 eV
\end{verbatim}
